# Why the complex-step derivative avoids step cancellation, and what breaks it

**Q:** I differentiate computed curves by finite differences, and below a certain step the result gets worse. Why?

**A:** Two errors compete. For a smooth real function $f$, Taylor's theorem gives

$$\frac{f(x+h)-f(x)}{h}=f'(x)+\frac{h}{2}f''(x)+O(h^2).$$

The second term is the truncation error, and it shrinks with $h$. Rounding does the opposite. A double-precision number carries a relative rounding error of order $\varepsilon\approx10^{-16}$, so each function value is uncertain by about $\varepsilon|f|$. The subtraction removes the large part common to both values but not their rounding errors. Division by $h$ then turns these into an error of order $\varepsilon|f|/h$. Rounding $x+h$ adds another, because the step actually taken is not quite $h$.

As an example, take the overlap of two 1s functions with exponent 1, a distance $R$ apart:

$$S(R)=e^{-R}\left(1+R+\tfrac13R^2\right).$$

I use atomic units, so $R$ is in bohr. The product rule gives

$$S'(R)=e^{-R}\left[\left(1+\tfrac23R\right)-\left(1+R+\tfrac13R^2\right)\right]=-\tfrac13R(1+R)e^{-R}.$$

At $R=2$ bohr, $S=0.58645$ and $S'=-0.27067$ bohr$^{-1}$. Doubles near this $S$ are spaced by $1.1\times10^{-16}$. With $h=10^{-12}$ bohr, one spacing becomes an error of $1.1\times10^{-4}$ bohr$^{-1}$ in the slope, or $4\times10^{-4}$ of its value. The largest relative error found over 101 distances between 1.5 and 2.5 bohr is $7.5\times10^{-4}$, which is of this size. At $h=10^{-20}$ bohr, $R+h$ rounds back to $R$, the difference is zero and the slope is lost.

**Q:** What changes if the step is imaginary?

**A:** Suppose $f$ is real-analytic near $x$: its Taylor series converges to it there. The same series with a complex argument defines a holomorphic function $F$ that equals $f$ on the real axis. Insert $z=x+ih$ and use $i^2=-1$, $i^3=-i$:

$$F(x+ih)=f(x)+ihf'(x)-\frac{h^2}{2}f''(x)-\frac{ih^3}{6}f'''(x)+O(h^4).$$

All derivatives on the right are real, so even powers of $h$ are real and odd powers imaginary. The next imaginary term is of order $h^5$. Taking the imaginary part and dividing by $h$,

$$\frac{\operatorname{Im}F(x+ih)}{h}=f'(x)-\frac{h^2}{6}f'''(x)+O(h^4).$$

The value $f(x)$ sits in the real part, so it need not be subtracted.

**Q:** But the computer still stores $f$ and a tiny number side by side. Why isn't the tiny one rounded away?

**A:** Because a complex number is stored as two floating-point numbers, each with its own exponent. At $R=2$ bohr and $h=10^{-20}$ bohr the overlap is stored as

$$\operatorname{Re}=0.58645,\qquad \operatorname{Im}=-2.7067\times10^{-21}.$$

The imaginary part is far below the spacing of doubles near the real part. The spacing that matters to it, however, is that of doubles near $2.7\times10^{-21}$, which is $3.8\times10^{-37}$. Its relative precision is therefore still about $10^{-16}$, and division by $h$ preserves this.

The precision must also survive the arithmetic on the way. For two intermediates $a+ihb$ and $c+ihd$, where $b$ and $d$ are derivatives of $a$ and $c$ up to terms of order $h^2$,

$$(a+ihb)(c+ihd)=ac-h^2bd+ih(ad+bc).$$

The imaginary part is $h$ times the product rule. Both of its terms carry the factor $h$, and neither is added to a number of order one. When $ac$ is of order one and $h$ is tiny, the correction $h^2bd$ disappears in rounding, which does no harm to the imaginary part.

The largest relative errors over the same 101 distances are:

| $h$ (bohr) | forward | central | complex step |
|---|---|---|---|
| $10^{-2}$ | $1.6\times10^{-3}$ | $1.0\times10^{-5}$ | $1.0\times10^{-5}$ |
| $10^{-5}$ | $1.6\times10^{-6}$ | $3.9\times10^{-11}$ | $1.0\times10^{-11}$ |
| $10^{-8}$ | $6.6\times10^{-8}$ | $4.4\times10^{-8}$ | $6.7\times10^{-16}$ |
| $10^{-20}$ | $1$ | $1$ | $6.7\times10^{-16}$ |

The central difference $[f(x+h)-f(x-h)]/(2h)$ has truncation error $+h^2f'''/6$, equal in size to that of the complex step. That is why the two agree in the first row. They part when the subtraction begins to matter. The complex step can be reduced until truncation is negligible, provided that the imaginary parts do not underflow.

**Q:** So it has no cancellation at all?

**A:** That would claim too much. It has no cancellation *caused by the step*. The sum $ad+bc$ may still cancel, and no choice of $h$ cures that. The overlap shows it at small $R$: the bracket in $S'$ subtracts two numbers close to 1 to leave about $-R/3$. Near $R=10^{-8}$ bohr the result is about $3\times10^{-9}$ bohr$^{-1}$, and rounding errors of $10^{-16}$ in the terms are about $3\times10^{-8}$ of it. At 11 equally spaced distances from $1\times10^{-8}$ to $2\times10^{-8}$ bohr the largest relative error is $2.5\times10^{-8}$, even with $h=10^{-20}$ bohr. Other distances in this range can give errors a few times larger. The remedy is to rewrite the formula, not to change the step.

**Q:** Is it then enough that my formula is holomorphic?

**A:** Not in finite precision. The argument above also assumed intermediates that are real when the input is real, so that the imaginary part holds the step alone. Without this property the step can be lost. Consider the cosine written with phases:

$$\cos z=\tfrac12\left(e^{iz}+e^{-iz}\right).$$

For $z=x+ih$ we have $iz=ix-h$, and therefore

$$e^{iz}=e^{-h}(\cos x+i\sin x),\qquad e^{-iz}=e^{h}(\cos x-i\sin x).$$

The imaginary part of half the sum is

$$\tfrac12\left(e^{-h}-e^{h}\right)\sin x=-\sinh h\,\sin x,$$

which divided by $h$ tends to the correct $-\sin x$. But the step now sits in $e^{\mp h}$, next to the number 1. For $h=10^{-20}$ both exponentials round to 1 and the difference is zero. At $x=0.8$ the phase formula returns 0 instead of $-0.71736$. A complex cosine that evaluates $-\sin x\sinh h$ directly returns the correct value. With $h=10^{-5}$ the phase formula also works. Besides the relative truncation error $h^2/6\approx1.7\times10^{-11}$ it then carries the familiar subtraction error, of order $\varepsilon/h\approx10^{-11}$, which grows as $h$ is reduced.

**Q:** My code contains complex conjugates. What do they do?

**A:** They can create a different fault, one that would remain in perfect arithmetic. Code with conjugates evaluates some $G(z,\bar z)$. Treat $G(z,w)$ as a function analytic in two independent variables, with partial derivatives $G_z$ and $G_w$. On the real axis $z=w=x$, so $f(x)=G(x,x)$, and the chain rule gives

$$f'(x)=G_z+G_w.$$

The complex step sets $z=x+ih$ and $w=\bar z=x-ih$. To first order,

$$G(x+ih,x-ih)=f(x)+ih\,(G_z-G_w)+O(h^2).$$

Since $f(x)$ is real, the imaginary part divided by $h$ tends to $\operatorname{Re}(G_z-G_w)$. As $f'$ is real too, $f'=\operatorname{Re}(G_z+G_w)$, and

$$\text{returned}-\text{true}=-2\operatorname{Re}G_w.$$

This error is the limit for $h\to0$, so reducing an already small step further cannot reveal or remove it. For $G=\sin(z)\,\bar z^2e^{-z\bar z}$ at $x=0.8$, $G_z=0.04145$ and $G_w=0.41154$. The true derivative is their sum, $0.45299$; the complex step returns their difference, $-0.37009$.

**Q:** And absolute values?

**A:** They are a special case: $|z|=\sqrt{z\bar z}$, so $G(z,w)=\sqrt{zw}$. At $z=w=x\neq0$,

$$G_z=\frac{w}{2\sqrt{zw}}=\frac{x}{2|x|},\qquad G_w=\frac{z}{2\sqrt{zw}}=\frac{x}{2|x|}.$$

The sum is the correct slope $x/|x|=\pm1$, but the difference is zero. One sees the same directly: $|x+ih|=\sqrt{x^2+h^2}$ is real and has no imaginary part to read.

There is a general reason. Write $F=u+iv$ with $z=x+ih$. A holomorphic function satisfies the Cauchy–Riemann equation $\partial u/\partial x=\partial v/\partial h$, and the complex step measures the right-hand side to obtain the left. A routine that returns real numbers for all complex inputs has $v=0$ everywhere, so the right-hand side vanishes whatever the true slope is.

The cure is to continue the correct branch: use $z$ if $\operatorname{Re}z>0$ and $-z$ if $\operatorname{Re}z<0$. For $e^{-|x|}$ at $x=-0.7$ the function is locally $e^{x}$, with slope $e^{-0.7}=0.49659$. The modulus gives 0 and the sign switch gives $0.49659$. At $x=0$ the function $|x|$ has no derivative, so there is nothing to recover.

**Q:** In quantum mechanics I cannot simply drop conjugates. An energy is $c^\dagger Hc/c^\dagger c$.

**A:** You can if $c(R)$ and $H(R)$ are real and analytic for real $R$, which I assume from here on, with $H$ symmetric. Then $c^\dagger=c^T$ on the real axis, and the holomorphic extension is

$$E=\frac{c^THc}{c^Tc}.$$

Its derivative follows from the quotient rule and the symmetry of $H$:

$$E'=\frac{c^TH'c+2c'^THc}{c^Tc}-E\,\frac{2c'^Tc}{c^Tc}
=\frac{c^TH'c}{c^Tc}+\frac{2c'^T(H-E)c}{c^Tc}.$$

The last term is the response of the vector. Now keep the conjugate and insert $c+ihc'$ and $H+ihH'$. To first order the numerator is

$$(c-ihc')^T(H+ihH')(c+ihc')=c^THc+ih\left(c^TH'c+c^THc'-c'^THc\right).$$

The last two terms cancel by symmetry. The denominator is $c^Tc+h^2c'^Tc'$, which is real. What survives is $c^TH'c/c^Tc$: the explicit derivative is kept and the response is lost.

Take a three-level model, in hartree with $R$ in bohr:

$$H=\begin{pmatrix}-0.5-0.1/R&-0.4e^{-R/2}&-0.1e^{-R}\\-0.4e^{-R/2}&-0.3-0.2/R&-0.2e^{-R/2}\\-0.1e^{-R}&-0.2e^{-R/2}&-0.2\end{pmatrix},$$

with trial vector $c=(1,\,e^{-R/2},\,\tfrac12e^{-R})^T$. At $R=2$ bohr the true slope of the trial energy is $0.10165$ hartree/bohr. The conjugated form returns $0.07857$. The missing response is $0.10165-0.07857=0.02308$ hartree/bohr, or 23% of the true slope. The wrong answer has the right sign and a plausible size.

If $c$ is an eigenvector, $(H-E)c=0$ and the response term vanishes. The conjugated quotient is then right by accident. A check made on converged eigenvectors alone would therefore miss the fault.

**Q:** Then let me use eigenvalues. A Hermitian eigensolver accepts complex matrices. Why does it fail?

**A:** Because $H(R+ih)\approx H+ihH'$ is complex *symmetric*. A Hermitian matrix would need an antisymmetric imaginary part. The solver does not notice, since it reads one triangle, takes the other to be its conjugate, and ignores imaginary parts on the diagonal. If it reads the lower triangle, it diagonalizes

$$H+ihK,\qquad K_{ij}=\begin{cases}H'_{ij}&i>j\\0&i=j\\-H'_{ij}&i<j.\end{cases}$$

Reading the upper triangle changes $K$ to $-K$. The eigenvalues are real, so their imaginary parts give zero slope.

The derivative is not hidden in the real part either. Let $Hv_n=E_nv_n$ with real orthonormal $v_n$ and nondegenerate levels. The first-order shift is $ih\,v_n^TKv_n$. A number equals its own transpose, so $v_n^TKv_n=v_n^TK^Tv_n=-v_n^TKv_n=0$.

For the second order, write the eigenvector as $v_n+hw_1+h^2w_2$ and the eigenvalue as $E_n+h^2e_n$. Order $h$ of the eigenvalue equation reads $(H-E_n)w_1=-iKv_n$. Multiplying by $v_m^T$, $m\neq n$, and defining $k_{mn}=v_m^TKv_n$,

$$v_m^Tw_1=\frac{i\,k_{mn}}{E_n-E_m}.$$

Order $h^2$ reads $(H-E_n)w_2+iKw_1=e_nv_n$. Multiplying by $v_n^T$ removes the first term. A component of $w_1$ along $v_n$ does not contribute, since $k_{nn}=0$. Hence

$$e_n=\sum_{m\ne n}ik_{nm}\frac{ik_{mn}}{E_n-E_m}=\sum_{m\neq n}\frac{k_{mn}^2}{E_n-E_m},$$

where the last step uses $i^2=-1$ and $k_{nm}=-k_{mn}$. For the matrix $H+ihH'$ of the model, the solver's shifts divided by $h^2$ are $-0.01888$, $0.01249$ and $0.00639$ hartree/bohr$^2$, in agreement with this formula. They are not slopes. If $H(R+ih)$ itself is supplied, its real part is $H-h^2H''/2+O(h^4)$, and the term $-h^2H''/2$ adds a further shift $-\tfrac12h^2v_n^TH''v_n$, also of order $h^2$.

**Q:** How do I get the eigenvalue derivative properly?

**A:** Treat the eigenpair as an implicit function, defined by equations without conjugation:

$$Hv-Ev=0,\qquad \tfrac12(v^Tv-1)=0.$$

The condition $v^\dagger v=1$ is weaker. For $v+iha$ with real $a$ it gives $v^Tv+h^2a^Ta$, which does not constrain $v^Ta$ at first order: it leaves the phase of $v$ free, so it does not by itself fix the derivative of the vector. The eigenvalue slope found below does not depend on $v^Ta$ and is the same under either condition.

Start from the real eigenpair at $R$ and make one Newton step with the matrix $H(R+ih)$. The residual is $ihH'v$ in the first equation and zero in the second, up to $O(h^2)$. Write the corrections as $\delta v=iha$ and $\delta E=ihb$. The linearized equations are

$$(H-E)a-bv=-H'v,\qquad v^Ta=0.$$

Multiplying the first by $v^T$ removes $(H-E)a$, and $v^Tv=1$ leaves $b=v^TH'v$. This is the Hellmann–Feynman formula for $E'$. For level $n$, multiplying by $v_m^T$ with $m\ne n$ gives $(E_m-E_n)v_m^Ta=-v_m^TH'v_n$, so

$$v_n'=a=\sum_{m\neq n}v_m\frac{v_m^TH'v_n}{E_n-E_m}.$$

One step suffices because the error it leaves is of order $h^2$ or smaller, so its contribution to the slope, after division by $h$, vanishes as $h\to0$. At a degeneracy the linearized system is singular and this procedure is unreliable: it may return a wrong slope without warning. The slopes are then the eigenvalues of $H'$ restricted to the degenerate subspace.

For the three levels of the model at $R=2$ bohr:

| level (hartree) | Hermitian solver (hartree/bohr) | complex Newton (hartree/bohr) |
|---|---|---|
| $-0.64588$ | $0$ | $0.10479$ |
| $-0.33196$ | $0$ | $-0.00859$ |
| $-0.17216$ | $0$ | $-0.02121$ |

The Newton slopes were obtained with $h=10^{-20}$ bohr and agree with differences of real eigenvalues. A general complex eigensolver, which does not assume Hermiticity, also reproduces them at $h=10^{-6}$ bohr. I have not tested it at much smaller steps, where its internal rounding would need separate scrutiny.

**Q:** How would I catch such a fault in a larger code?

**A:** Compare the complex step with a real central difference at a moderate step. The central difference has fewer digits, but it uses real input, for which the conjugates are harmless. If the two disagree by much more than the error of the central difference, possible causes include an operation that is not holomorphic, a lost imaginary part, and an iteration that stopped before its imaginary part had converged. Make the comparison away from special points such as converged eigenvectors, where an error can vanish. The numerical check below includes such comparisons for the trial energy and the eigenvalues.

## Computed results

```
Overlap example, R = 2.0 bohr
S(R) = 0.5864528940 (dimensionless)
S'(R) = -0.2706705665 1/bohr
S''(R) = 0.045112 1/bohr^2, S'''(R) = 0.090224 1/bohr^3
h = 1e-02 bohr: complex-step error -1.50372e-06, law -h^2 S'''/6 -1.50373e-06 1/bohr
h = 1e-03 bohr: forward error 2.25709e-05, law h S''/2 2.25559e-05 1/bohr
h = 1e-20 bohr: stored real part 0.5864528940, imaginary part -2.7067056647e-21
spacing of doubles near S: 1.110e-16; near the imaginary part: 3.762e-37
Largest relative error of S' for 101 distances, 1.5 to 2.5 bohr
h (bohr)   forward     central     complex step
1e-02     1.574e-03   1.000e-05   1.000e-05
1e-05     1.571e-06   3.941e-11   1.000e-11
1e-08     6.644e-08   4.386e-08   6.661e-16
1e-12     7.526e-04   3.716e-04   6.661e-16
1e-20     1.000e+00   1.000e+00   6.661e-16
Same, complex step, R = 1e-8 to 2e-8 bohr: 2.496e-08
Derivative of cos at x = 0.8 (dimensionless)
true -0.7173560909, direct complex cosine -0.7173560909
by phases exp(+-iz): h = 1e-20 gives 0.0000, h = 1e-5 gives -0.71735609
G = sin(z) conj(z)^2 exp(-z conj(z)) at x = 0.8 (dimensionless)
G_z = 0.04144834, G_zbar = 0.41154300
true derivative 0.45299133, complex step returns -0.37009466
Derivative of exp(-|x|) at x = -0.7 (dimensionless)
true 0.49658530, with abs() 0.00000000, with sign switch 0.49658530
Three-level model, R = 2.0 bohr; H in hartree:
  -0.550000  -0.147152  -0.013534
  -0.147152  -0.400000  -0.073576
  -0.013534  -0.073576  -0.200000
Trial vector: 1.000000 0.367879 0.067668
Trial energy = -0.63058502 hartree
Trial-energy slope: true 0.10165227, bilinear 0.10165227 hartree/bohr
with conjugation 0.07857083, explicit part c.H'c/c.c 0.07857083 hartree/bohr
Levels (hartree): -0.64588296 -0.33196043 -0.17215660
Level slopes (hartree/bohr):
  real differences   0.10479372 -0.00858504 -0.02120868
  v.H'v              0.10479372 -0.00858504 -0.02120868
  Hermitian solver   0.00000000 0.00000000 0.00000000
  complex Newton     0.10479372 -0.00858504 -0.02120868
  general, h = 1e-6  0.10479372 -0.00858504 -0.02120868
Ground level, conjugated quotient: 0.10479372 hartree/bohr
Hermitian solver on H + i h H', h = 1e-3 bohr, shift/h^2 (hartree/bohr^2):
  computed  -0.0188842 0.0124905 0.0063937
  predicted -0.0188842 0.0124905 0.0063937
```
